# When eddy currents out-absorb the electric dipole in a small conducting sphere

**Question**

I am working on radiative heat exchange between small metallic particles near a chip. An exercise asks me to show that, for a small sphere of constant conductivity $\sigma$, the magnetic (eddy-current) absorptivity exceeds the electric-dipole absorptivity once the radius is larger than $\sqrt{90}/(Z_0\sigma)$, where $Z_0$ is the vacuum impedance.

I have three difficulties. First, magnetic effects in a sphere much smaller than the wavelength should carry extra powers of $R/\lambda$, so how can they win while the sphere is still small? Second, there is no frequency in the answer, although both absorptions depend on frequency. Third, if I put in a conductivity like that of copper I get a radius below a nanometre, which looks absurd. And does any of this survive in the near field, where $|\mathbf B|$ is not $|\mathbf E|/c$?

**Answer**

The statement is correct under conditions, and your third difficulty comes from breaking them. I first compute the two absorbed powers, then look at where the comparison holds.

**Setting and conventions**

The sphere is homogeneous, nonmagnetic and in vacuum, with a real, local, frequency-independent $\sigma$. Fields vary as $e^{-i\omega t}$ and amplitudes are peak values, so time averages carry a factor $1/2$. I use the SI form of Maxwell's equations in atomic units, where $4\pi\varepsilon_0=1$. Then

$$Z_0=\frac{1}{\varepsilon_0c}=\frac{4\pi}{c},\qquad \mu_0=\frac{4\pi}{c^2},\qquad k=\frac{\omega}{c}.$$

The relative permittivity is

$$\varepsilon=1+is,\qquad s=\frac{\sigma}{\varepsilon_0\omega}=\frac{4\pi\sigma}{\omega}.$$

"Absorptivity" here means the absorption cross-section of each dipole in a plane wave. Dividing both by $\pi R^2$ would not alter their ratio. "Small" means two things: $kR\ll1$, and a radius well below the skin depth.

**Electric dipole absorption**

Since $kR\ll1$, the applied field $E$ is uniform over the sphere and the problem is quasi-static. Take the potential $-E_{\rm in}r\cos\theta$ inside and $-Er\cos\theta+p\cos\theta/r^2$ outside. Continuity of the potential, and of the normal component of $\varepsilon\mathbf E$ (conduction plus displacement current), gives at $r=R$

$$E_{\rm in}=E-\frac{p}{R^3},\qquad \varepsilon E_{\rm in}=E+\frac{2p}{R^3}.$$

Adding twice the first equation to the second removes $p$:

$$E_{\rm in}=\frac{3E}{\varepsilon+2}.$$

With $|\varepsilon+2|^2=|3+is|^2=9+s^2$, the Joule loss is

$$P_E=\frac{\sigma}{2}|E_{\rm in}|^2\,\frac{4\pi R^3}{3}=\frac{6\pi\sigma R^3|E|^2}{9+s^2}.$$

For a good conductor, $s\gg3$, insert $s^2=16\pi^2\sigma^2/\omega^2$:

$$P_E\simeq\frac{3\omega^2R^3|E|^2}{8\pi\sigma}.$$

So a better conductor absorbs less. The reason is screening. The inner current density is $\sigma E_{\rm in}\simeq 3\sigma E/(is)=3\omega E/(4\pi i)$, which does not contain $\sigma$: it is just the current needed to build up the screening surface charge in each cycle. A fixed current density $J$ dissipates $|J|^2/(2\sigma)$ per volume.

**Eddy-current absorption**

Let $\mathbf B$ be uniform along $z$, and let $\rho$ be the distance from the $z$ axis. Faraday's law, $\nabla\times\mathbf E=i\omega\mathbf B$, on a circle of radius $\rho$ reads

$$2\pi\rho\,E_\varphi=i\omega B\,\pi\rho^2\quad\Rightarrow\quad E_\varphi=\frac{i\omega B\rho}{2}.$$

This field is tangential to the surface, so no surface charge forms and nothing screens it electrically. I have neglected the magnetic field made by the eddy currents themselves. Its size relative to $B$ is of order

$$\mu_0\sigma\omega R^2=\frac{4\pi\sigma\omega R^2}{c^2}=(kR)^2s\equiv u,$$

so we need $u\ll1$. This is the skin-depth condition, because $\delta^2=2/(\mu_0\sigma\omega)$ gives $R^2/\delta^2=u/2$.

By isotropy, $x^2+y^2$ contributes two thirds of $r^2$:

$$\int\rho^2\,dV=\frac23\int_0^R r^2\,4\pi r^2\,dr=\frac{8\pi R^5}{15}.$$

Hence

$$P_M=\frac{\sigma}{2}\,\frac{\omega^2|B|^2}{4}\,\frac{8\pi R^5}{15}=\frac{\pi\sigma\omega^2R^5|B|^2}{15}.$$

Here the electromotive force is fixed, not the current, so the loss rises with $\sigma$.

The two powers may be added. The interference term is the integral of $\mathbf E_{\rm in}^*\cdot(\mathbf B\times\mathbf r)$, which vanishes because $\int\mathbf r\,dV=0$ over the sphere.

**The ratio and the threshold**

In a plane wave $|B|=|E|/c$, and both powers are divided by the same intensity $|E|^2/(2Z_0)=c|E|^2/(8\pi)$. Therefore

$$\frac{A_M}{A_E}=\frac{\pi\sigma\omega^2R^5}{15c^2}\cdot\frac{9+s^2}{6\pi\sigma R^3}=\frac{(kR)^2(9+s^2)}{90}.$$

Now the frequency cancels in the product

$$kR\,s=\frac{\omega R}{c}\,\frac{4\pi\sigma}{\omega}=\frac{4\pi\sigma R}{c}=Z_0\sigma R,$$

so that

$$\frac{A_M}{A_E}=\frac{(Z_0\sigma R)^2+9(kR)^2}{90}.$$

For $s\gg3$ the second term is negligible beside the first, and the magnetic part is larger when

$$\boxed{R>R_c=\frac{\sqrt{90}}{Z_0\sigma}}$$

This answers your first two questions. The magnetic loss does carry the extra factor $(kR)^2$, but the electric loss is suppressed by screening as $1/s^2$. The small factor $(kR)^2$ is beaten by the large factor $s^2$. And both powers are proportional to $\omega^2$ at fixed fields, so their ratio has no frequency in it. In this approximation the same threshold therefore holds after any average over a thermal spectrum.

**Is the sphere still small at the threshold?**

This has to be checked, because the formula would mean nothing if $R_c$ lay outside its own range. At $R=R_c$ we have $kR_c\,s=\sqrt{90}$, so

$$kR_c=\frac{\sqrt{90}}{s},\qquad u=(kR_c)^2s=\frac{90}{s}.$$

Both are small if $s\gg90$, which also guarantees $s\gg3$. The single condition on frequency is thus $\omega\ll4\pi\sigma/90$. A poor conductor does not have a crossing in the small-sphere regime.

The error is milder than $u$ itself suggests. For real $\sigma$ the eddy current is $90^\circ$ out of phase with $B$, and so is the field it produces to first order in $u$. Adding a quadrature part of relative size $u$ changes $|B|^2$ only in order $u^2$. The electric case is similar: the self-induced electric field has relative size $u$ and is in quadrature with $E_{\rm in}$. Retardation enters as $(kR)^2$, which equals $u^2/90$ at threshold. The shift of the crossing should then scale as $\omega^2$ at fixed $\sigma$, and the numbers below show this.

**A worked case**

Take a particle of a resistive heater alloy of the nichrome kind, with a rough resistivity of 100 µΩ cm, hence $\sigma=1.00\times10^6$ S/m. Then

$$R_c=\frac{9.487}{(376.73\ \Omega)(1.00\times10^6\ \mathrm{S/m})}=25.2\ \mathrm{nm},$$

or 476 bohr. At a photon energy of 0.10 eV, in the thermal infrared, $s=743$. This gives $kR_c=0.0128$ and $u=90/743=0.121$. The skin depth is 102 nm, about four times the radius.

At $R_c$ each small-sphere cross-section is 0.410 nm². The full Mie dipole terms, which include skin effect and retardation for the same constant $\sigma$, give 0.4105 nm² (electric) and 0.4103 nm² (magnetic). At other radii, with photon energy and conductivity held fixed:

| $R$ (nm) | $(R/R_c)^2$ | Mie ratio $A_M/A_E$ |
|---|---|---|
| 10 | 0.158 | 0.158 |
| 25 | 0.986 | 0.985 |
| 50 | 3.94 | 3.93 |

The exact crossing of the two Mie dipole terms lies above $R_c$ by 0.005% at 0.05 eV and 0.021% at 0.10 eV, the expected factor of four. At 0.80 eV, where $90/s=0.97$ and the expansion is no longer justified, the shift is still only 1.4%. That last figure belongs to the constant-$\sigma$ model and says nothing about a real alloy at 0.80 eV.

For thermal emission at 300 K from a sphere of radius $R_c$, integrating the Mie cross-sections over the spectrum gives a magnetic-to-electric ratio of 0.999. Quadrupole terms add about $10^{-5}$ of the dipole absorption at $R_c$ and 0.10 eV.

**What happens in the near field**

The powers $P_E$ and $P_M$ were derived for given local fields, so they remain valid if the fields vary little across the sphere. For $s\gg3$,

$$\frac{P_M}{P_E}=\left(\frac{R}{R_c}\right)^2\frac{c^2|B|^2}{|E|^2}.$$

The last factor is one in a plane wave, but not near a source. Consider an electric dipole $\mathbf p$ at distance $d$, with $q=kd$ and $\mathbf n$ the unit vector from source to sphere. Its fields, apart from a common phase, are

$$\mathbf E=\frac{k^2}{d}\left\{(\mathbf n\times\mathbf p)\times\mathbf n+\left[3\mathbf n(\mathbf n\cdot\mathbf p)-\mathbf p\right]\left(\frac1{q^2}-\frac iq\right)\right\},$$

$$c\mathbf B=\frac{k^2}{d}\,(\mathbf n\times\mathbf p)\left(1+\frac iq\right).$$

For random orientation, sum the squares over one direction of $\mathbf p$ along $\mathbf n$ and two across it. Leaving out the common factor $k^4|p|^2/d^2$, the electric sum is

$$4\left(\frac1{q^4}+\frac1{q^2}\right)+2\left[\left(1-\frac1{q^2}\right)^2+\frac1{q^2}\right]=2+\frac2{q^2}+\frac6{q^4},$$

while the magnetic sum is $2(1+1/q^2)$. Multiplying both by $q^4/2$ gives

$$\frac{c^2\langle B^2\rangle}{\langle E^2\rangle}=\frac{q^2(q^2+1)}{q^4+q^2+3}\;\longrightarrow\;\frac{q^2}{3}\quad(q\ll1).$$

At $d=500$ nm and 0.10 eV, $q=0.253$ and the factor is 0.0223. A 50 nm sphere then has $P_M/P_E\approx3.94\times0.0223=0.088$: the electric part dominates, although the same sphere in a plane wave is mainly a magnetic absorber. Formally the threshold rises by a factor 6.7, to about 169 nm. That exceeds the skin depth, so it should not be read as a prediction of a crossing. This suppression is specific to an electric source. For a magnetic-dipole source the duality used below inverts the factor, to about 45 here, so a near field can favour either channel depending on what produces it.

**Two identical spheres: the threshold returns**

A hot sphere is not just an electric source, because its eddy currents fluctuate too. Write $P_E=\tfrac12\omega\alpha_E''|E|^2$ and $P_M=\tfrac12\omega\alpha_M''c^2|B|^2$. Comparison with the powers above gives

$$\alpha_E''=\frac{3sR^3}{9+s^2}\simeq\frac{3R^3}{s},\qquad \alpha_M''=\frac{uR^3}{30},\qquad \frac{\alpha_M''}{\alpha_E''}\simeq\frac{us}{90}=\left(\frac{R}{R_c}\right)^2.$$

By the fluctuation-dissipation theorem, the mean squares of $p$ and $m/c$ in the emitting sphere are proportional to $\alpha_E''$ and $\alpha_M''$, with the same factor at given frequency and temperature. The absorbing sphere contributes another factor $\alpha_E''$ or $\alpha_M''$. Maxwell's equations in vacuum are unchanged under $\mathbf E\to c\mathbf B$, $c\mathbf B\to-\mathbf E$, $\mathbf p\to\mathbf m/c$, $\mathbf m/c\to-\mathbf p$, so magnetic-to-magnetic transfer has the same distance factor $F_s$ as electric-to-electric transfer. The two mixed channels share another factor, $F_x$. The spectral heat flow is then proportional to

$$\left(\alpha_E''^2+\alpha_M''^2\right)F_s+2\alpha_E''\alpha_M''F_x,\qquad \frac{F_x}{F_s}=\frac{q^2(q^2+1)}{q^4+q^2+3}.$$

The ratio of the two like-to-like channels is $(\alpha_M''/\alpha_E'')^2=(R/R_c)^4$. So the original $R_c$ again separates electric from magnetic transfer, now more sharply: for two 50 nm spheres the ratio is about 15.5 (15.4 with the Mie dipole terms). With two spheres of radius $R_c$ at $d=500$ nm, the mixed channels carry 2.2% of the flow at 0.10 eV.

This assumes well-separated spheres. Repeated scattering has the scale $(2R_c^3/d^3)^2=4(R_c/d)^6\approx7\times10^{-8}$ here. Field variation across the spheres enters through $(R_c/d)^2=0.0025$, times a factor of about 4 for the electric and 3 for the magnetic channel (static dipole-quadrupole coupling). That is a correction near 1% here, comparable with the mixed share, and 3 to 4% for 50 nm spheres. At gaps comparable with $R$ the dipole description fails.

**Real particles, and your copper problem**

For rough copper-like values, $\sigma=6\times10^7$ S/m and an electron mean free path of 40 nm, the formula gives $R_c=0.42$ nm. The algebra is fine, but two assumptions are not. The conductivity is not local, since the radius is about a hundred times smaller than the free path. Nor is it frequency independent: a free path of 40 nm with $v_F\approx1.6\times10^6$ m/s means $\tau\approx25$ fs and $\omega\tau\approx3.9$ at 0.10 eV. The rough relaxation and surface-scattering corrections described below together move the crossing to about 4.5 nm. The bulk formula should not be used there.

The resistive alloy is a much better candidate. Its main corrections, each taken separately, are as follows.

- **Electron relaxation.** With $\sigma(\omega)=\sigma/(1-i\omega\tau)$, the electric loss at fixed current involves $\mathrm{Re}[1/\sigma(\omega)]=1/\sigma$. The magnetic loss involves $\mathrm{Re}\,\sigma(\omega)=\sigma/(1+\omega^2\tau^2)$. The threshold is therefore multiplied by $\sqrt{1+\omega^2\tau^2}$. A rough $\tau=1$ fs gives $\omega\tau=0.152$ and a rise of 1.15% at 0.10 eV; the Mie crossing gives 1.41%. The difference is of first order in $u$, because the current is no longer in exact quadrature. About 0.18% comes from the self-field of the eddy currents, about 0.06% from the 3 in $\varepsilon+2$, and 0.02% is the constant-$\sigma$ shift found above.
- **Surface scattering.** Adding a collision rate $v_F/R$ changes $\sigma$ to $\sigma/(1+\ell/R)$, with $\ell=v_F\tau$. The threshold then obeys $R^2=R_c(R+\ell)$. For a rough $v_F=10^6$ m/s, $\ell=1$ nm and the threshold becomes about 26 nm, up by 4%. The coefficient of the added rate is itself an order-one estimate.
- **Heating.** A rough resistivity coefficient of $10^{-4}$ per K and a 300 K rise increase $R_c$ by 3%, since $R_c\propto1/\sigma$.
- **Bound electrons.** Replacing the 1 in $\varepsilon$ by 10 moves the crossing by less than 0.03% at 0.10 eV.
- **Surroundings.** In a transparent host of permittivity $\varepsilon_h$, $E_{\rm in}=3\varepsilon_hE/(\varepsilon+2\varepsilon_h)$ multiplies $P_E$ by $\varepsilon_h^2$ for a good conductor. Meanwhile $|B|=\sqrt{\varepsilon_h}|E|/c$ multiplies $P_M$ by $\varepsilon_h$. Hence $R_c$ grows by $\sqrt{\varepsilon_h}$, or 41% for $\varepsilon_h=2$.

Among the corrections sized here, full immersion in a host is the largest. A particle resting on a chip is not immersed in a uniform medium, so the factor $\sqrt{\varepsilon_h}$ does not apply to it directly: a nearby substrate or an absorbing oxide needs its own calculation. An oxide matters more than its thickness suggests, because it is unscreened while the metal's electric loss is only $3R^3/s$. A shell 1 to 2 nm thick raises the threshold core radius to about 28 to 31 nm for an illustrative permittivity $4+0.1i$, and to about 40 to 47 nm for $1.7+0.2i$. For an isolated, oxide-free alloy particle in a vacuum gap, a threshold of roughly 25 to 28 nm at 0.10 eV is a reasonable reading of the model with these rough inputs; alloys of this kind normally oxidise, so a real particle can lie well above it. The remaining figures are in the numerical output below.

## Numbers as computed

```
Vacuum impedance Z0: 376.730 ohm
Resistivity (rough input): 100 micro-ohm cm
Conductivity: 1.000e+06 S/m = 0.21740 a.u.
Photon energy: 0.10 eV; temperature 300 K
Loss ratio s: 743.4
Threshold R_c: 25.182 nm = 475.9 bohr
k R_c: 0.01276; u = 90/s: 0.1211
Skin depth: 102.4 nm
Small-sphere cross-sections at R_c: E 0.4104, M 0.4104 nm^2
Mie dipole cross-sections at R_c: E 0.4105, M 0.4103 nm^2
Radius (nm), M/E from (R/R_c)^2, M/E from Mie, two-sphere MM/EE (R/R_c)^4:
  10  0.1577  0.1577  0.0249
  25  0.9856  0.9852  0.9714
  50  3.9424  3.9275  15.5424
Photon energy (eV), 90/s, shift of exact Mie crossing from R_c (%):
  0.05  0.0605  0.0052
  0.10  0.1211  0.0208
  0.30  0.3632  0.1886
  0.80  0.9685  1.3969
Thermal emission ratio M/E at R_c: 0.99885
Quadrupole/dipole absorption at R_c: 9.53e-06
Crossing shift with bound permittivity 10: -0.0054 %
Drude time (rough input): 1.0 fs; omega tau 0.1519
Drude threshold factor: formula 1.0115, Mie 1.0141
Fermi speed (rough input): 1.0e+06 m/s; mean free path 1.00 nm
Threshold with surface scattering: 26.15 nm
Threshold rise for 300 K heating at rough 1e-4 per K: 3.0 %
Threshold factor in host of permittivity 2: 1.4142 (Mie)
Centre distance d: 500 nm; k d 0.2534
c^2 B^2/E^2 near electric dipole source: 0.02227
Formal threshold factor for that source alone: 6.70
Mixed-channel share, two spheres at R_c: 0.02178
Multiple-scattering scale 4(R_c/d)^6: 6.53e-08
Finite-size parameter (R_c/d)^2: 0.00254
Copper-like rough inputs: 6e+07 S/m, free path 40 nm
Copper-like bulk-formula R_c: 0.420 nm
```
